# Counting each ionization once in secondary-electron cascades

## The symmetry that fixes the factor

When an electron of kinetic energy \(E\) ionizes a bound electron of threshold \(I\), two electrons leave. If one has energy \(W\), the other has \(E-I-W\). Electrons carry no labels, so "one at \(W\), the other at \(E-I-W\)" and the same sentence with the energies exchanged describe one final state. A spectrum \(s(E,W)\) that counts outgoing electrons per unit energy must therefore be even about the midpoint:

\[
s(E,W)=s(E,E-I-W).
\]

Split its integral at \((E-I)/2\) and substitute \(W'=E-I-W\) in the upper half. The sign of \(dW=-dW'\) is absorbed by reversing the limits, and symmetry restores the original integrand:

\[
\int_{(E-I)/2}^{E-I}s(E,W)\,dW=\int_0^{(E-I)/2}s(E,W')\,dW'.
\]

The full integral is twice the lower half. What remains to be shown is which of the two is the cross section for an event. It is the lower half:

\[
\sigma(E)=\int_0^{(E-I)/2}s\,dW=\frac12\int_0^{E-I}s\,dW. \tag{1}
\]

Energies are measured from the bottom of the continuum, and the ion is assumed to take no kinetic energy. With several shells, (1) holds for each shell with its own threshold.

## Why the full integral counts electrons

Let \(k\) and \(l\) denote one-electron continuum states, spin included, and let \(A_{kl}\) be the amplitude for the collision to end in the normalized antisymmetric state with \(k\) and \(l\) occupied. Exchanging the labels changes the sign of \(A_{kl}\), not its square. A sum over all ordered pairs visits each final state twice, so the ionization probability is

\[
P=\frac12\sum_{k,l}|A_{kl}|^2 .
\]

The mean number of outgoing electrons in state \(k\) is a different quantity. A final state \((k',l')\) contributes one electron to \(k\) if \(k'=k\) or \(l'=k\):

\[
n_k=\frac12\sum_{k',l'}|A_{k'l'}|^2(\delta_{kk'}+\delta_{kl'})=\sum_l|A_{kl}|^2,
\qquad \sum_k n_k=2P .
\]

The two Kronecker deltas give equal terms, which cancels the factor \(1/2\). Grouping the \(n_k\) by energy and dividing by the number of incident electrons per unit area gives \(s(E,W)\). Its full integral is thus two electrons per event times the event cross section, which is (1).

Spin changes the probability but not this count. With direct amplitude \(f\) and exchange amplitude \(g\), an unpolarized collision has singlet weight \(1/4\) and triplet weight \(3/4\):

\[
\tfrac14|f+g|^2+\tfrac34|f-g|^2=|f|^2+|g|^2-\mathrm{Re}(f^*g).
\]

The interference terms combine as \(\tfrac12-\tfrac32=-1\). Exchanging the two outgoing momenta exchanges \(f\) and \(g\) and leaves the expression unchanged.

A one-dimensional model collision illustrates the count. A wave packet strikes an electron held in a well with one bound state, and the two repel through a screened Coulomb force. The ionization probability is found from the probability that no electron remains bound. On the coarse grid used here it is 0.557 for the singlet and 0.092 for the triplet; a converged grid lowers these to about 0.46 and 0.07, while also raising \(E-I\) for the same packet from 39.0 to 43.6 eV. Both spin states give 2.0000 outgoing electrons per event. This ratio holds for any two-electron state, so it checks only the bookkeeping and the conservation of probability. The division about the midpoint also depends on energy conservation in the collision. The numbers below the mean midpoint energy are 1.020 and 1.002. They need not equal one: the packet has a spread of energies while the midpoint was set from their mean, the finite box makes the energy levels coarse, and the electrons still interact weakly when the run stops (the singlet number falls from 1.037 to 1.020 over the last 15% of the run). Doubling the box, the spatial width of the packet and the run time together gives 1.001 and 1.000.

## The cap and the half in a usable spectrum

The binary-encounter-Bethe spectrum shows the bookkeeping in closed form. Let \(t=E/I\), \(w=W/I\) and \(u=U/I\), where \(U\) is the mean kinetic energy of the bound electron. Per target electron,

\[
s=\frac{S}{I(t+u+1)}\left[-\frac{a+b}{t+1}+a^2+b^2+\ln t\,(a^3+b^3)\right],
\]
\[
a=\frac1{w+1},\qquad b=\frac1{t-w},\qquad S=4\pi a_0^2\left(\frac{R}{I}\right)^2,
\]

with \(a_0\) the Bohr radius and \(R\) the Rydberg energy. The reflection \(w\to t-1-w\) exchanges \(a\) and \(b\), so the spectrum is symmetric. The terms in \(a\) alone integrate to

\[
\int_0^{t-1}a\,dw=\ln t,\quad
\int_0^{t-1}a^2dw=1-\frac1t,\quad
\int_0^{t-1}a^3dw=\frac12\left(1-\frac1{t^2}\right).
\]

By reflection, the terms in \(b\) give the same values. The full integral contains both sets; half of it contains one. Since \(dW=I\,dw\),

\[
\sigma=\frac{S}{t+u+1}\left[\frac{\ln t}{2}\left(1-\frac1{t^2}\right)+1-\frac1t-\frac{\ln t}{t+1}\right]. \tag{2}
\]

Take \(I=10\) eV, \(U=20\) eV and \(n=100\) effective target electrons per nm³. The ionization mean free path is \(\lambda=1/(n\sigma)\); at 80 eV, \(1/(100\times0.00987)=1.01\) nm. Quadrature over the two ranges gives:

| \(E\) (eV) | Cap (eV) | Capped (nm²) | Full (nm²) | \(\lambda\), right (nm) | \(\lambda\), doubled rate (nm) |
|---|---|---|---|---|---|
| 20 | 5 | 0.00689 | 0.01378 | 1.45 | 0.73 |
| 40 | 15 | 0.01045 | 0.02089 | 0.96 | 0.48 |
| 80 | 35 | 0.00987 | 0.01975 | 1.01 | 0.51 |

The capped values agree with (2), and the full values with twice (2).

### When the full range is already right

The factor two belongs to a symmetrized spectrum. A direct spectrum \(d(W)\), which treats the ejected electron as distinguishable from the projectile, counts one ejected electron per event. Its full integral is already an event cross section, and halving it would lose half the events.

If exchange is included without interference, \(s(W)=d(W)+d(E-I-W)\). Reflecting the second term gives

\[
\int_0^{(E-I)/2}s\,dW=\int_0^{(E-I)/2}d\,dW+\int_{(E-I)/2}^{E-I}d\,dW=\int_0^{E-I}d\,dW.
\]

The cap loses nothing here because the upper tail has been folded down. Capping \(d\) without folding does lose that tail. For the direct part of the spectrum above, \(d\propto a^2+a^3\ln t\), the loss at 80 eV is 7.0% of the direct total. Interference changes the total as well, so \(\int d\,dW\) is not in general the cross section with full exchange.

For a proton or positron projectile the outgoing particles are distinguishable, and the argument for halving does not apply. Nor does the two-electron count describe an event that releases a third electron, for example by later Auger decay; that electron needs its own entry in the cascade.

## What a doubled rate does to energy loss

Suppose a code treats \(W\) as the energy given to the secondary and uses \(I+W\) as the primary's loss. For identical electrons this requires a convention: the slower electron is the secondary and the faster one continues as the primary. The loss per unit path is then

\[
n\int_0^{(E-I)/2}(I+W)s\,dW=n\sigma(I+\langle W\rangle_{\rm slow}).
\]

At 80 eV the slower electron has a mean energy of 7.75 eV and the faster one 62.25 eV. Their sum is 70 eV, as required. With \(n\sigma=0.987\) nm⁻¹, the loss is \(0.987\times17.75=17.5\) eV/nm.

Extending the integral to \(E-I\) does more than double this. Write \(W=(E-I)/2+x\). The part odd in \(x\) vanishes by symmetry, leaving

\[
\int_0^{E-I}(I+W)s\,dW=\left(I+\frac{E-I}{2}\right)2\sigma=(E+I)\sigma .
\]

With one more digit in the rate, \(n\sigma=0.9874\) nm⁻¹, the result is \(0.9874\times90=88.9\) eV/nm, about five times the capped value. One factor of two comes from the rate. The rest arises because the upper half of the range calls the faster electron the secondary, so in those events about 90% of the primary's energy, 72.25 of 80 eV on average, is entered as lost. This error affects a continuous-slowing-down calculation directly. A code that follows both electrons still hands on the right pair of energies in each event, and its error takes another form.

## What it does to yield and blur

Let \(N(E)\) be the mean number of ionizations in the cascade started by one electron. Besides ionization, let there be an excitation that removes \(Q=6\) eV and has a mean free path \(\lambda_x=2\) nm. An inelastic event is an ionization with probability

\[
p=\frac{n\sigma}{n\sigma+1/\lambda_x}.
\]

Each ionization adds one to the tally and starts two further cascades:

\[
N(E)=p\left[1+\frac1\sigma\int_0^{(E-I)/2}\!\!s\,[N(W)+N(E-I-W)]\,dW\right]+(1-p)N(E-Q).
\]

Reflecting the second term moves it to the upper half of the range:

\[
N(E)=p\left[1+\frac1\sigma\int_0^{E-I}s\,N(W)\,dW\right]+(1-p)N(E-Q). \tag{3}
\]

Here the full range is correct, because offspring are electrons and there are two of them. The rate in \(p\) and the divisor \(\sigma\) refer to events and keep the capped value. A transport code needs both integrals, each in its own place.

### Ionization as the only loss

Without the excitation, \(p=1\) at any rate. Doubling the rate then leaves (3), and hence the yield, unchanged. Every free flight is on average half as long, so all distances in the cascade are halved. Monte Carlo cascades from 80 eV give 5.868 ionizations at the right rate and 5.869 at the doubled rate, while the median distance of the sites from the start falls from 1.84 to 0.91 nm. In this limit neither the yield nor the energy balance of single events reveals the fault. The mean free path does.

The median is used because the mean square distance diverges in this limit. Put \(t=1+\epsilon\) in (2). To first order, \(1-1/t\to\epsilon\) and \(\ln t/(t+1)\to\epsilon/2\), while the remaining term is of order \(\epsilon^2\). The bracket tends to \(\epsilon/2\), so \(\lambda\propto1/\epsilon\) and the mean square flight grows as \(1/\epsilon^2\). The cascade creates electrons with finite density in energy just above threshold, and \(\int d\epsilon/\epsilon^2\) diverges at its lower end. A competing loss with a finite mean free path removes the divergence.

### With a competing loss

At 80 eV, \(p=0.987/(0.987+0.5)=0.66\). Doubling the ionization rate raises it to \(1.975/2.475=0.80\). More energy then goes into ionization, and the yield rises, though by less than a factor of two.

For the blur, let \(M(E)\) be the expected sum of squared distances of all ionization sites from the starting point, and let \(L=1/(n\sigma+1/\lambda_x)\). Assume that every electron leaves an event in a random direction. A flight of length \(\ell\) has an exponential distribution, so

\[
\langle\ell^2\rangle=\int_0^\infty\ell^2\,\frac{e^{-\ell/L}}{L}\,d\ell=2L^2 .
\]

All \(N(E)\) later sites share this first displacement. Its scalar product with later displacements averages to zero, because their directions are independent of it. Hence

\[
M(E)=2L^2N(E)+\frac p\sigma\int_0^{E-I}s\,M(W)\,dW+(1-p)M(E-Q),
\]

and the rms blur is \(\sqrt{M/N}\). For one 80 eV electron, with all other settings fixed:

| Bookkeeping | \(N\) | Blur (nm) |
|---|---|---|
| Right rate | 4.21 | 1.84 |
| Doubled ionization rate | 4.77 | 1.12 |

The doubled rate raises the yield by 13% and reduces the blur by 39%, both relative to the right code. Where the ionization sites set the response and the blur, the error therefore makes the resist look slightly more sensitive and considerably sharper. Monte Carlo cascades that follow both electrons test these values. The capped sampler gives 4.208 ionizations and 1.83 nm; the full-range sampler at half rate gives 4.204 and 1.84 nm. At the uncorrected full rate the result is 4.765 and 1.13 nm.

### Doubling the tally and the offspring

A more severe fault keeps the right loss rate but enters each ionization twice, together with its offspring. The ionization term in (3) acquires a factor of two. The energy handed on per event becomes

\[
\frac1\sigma\int_0^{E-I}s\,[W+(E-I-W)]\,dW=2(E-I),
\]

twice what is available. The excess is compounded in each generation. The model gives 35.8 ionizations, whose thresholds alone would cost 358 eV, from an electron that had 80 eV. Here an energy balance over the whole cascade does expose the error.

## What to do in a code

First establish what the tabulated spectrum counts. If it is symmetric about \((E-I)/2\) and its full integral is twice the event cross section, either of two procedures is correct:

- Cap \(W\) at \((E-I)/2\), take the rate from the capped integral, and normalize the sampling distribution over the capped range.
- Sample \(W\) over the full range, normalize the distribution there, and take the rate from half the full integral.

Both then create the partner with energy \(E-I-W\). They produce the same unordered pairs; the second merely picks one member of the pair at random. Applying the cap and the half together would halve the event rate. A table that is symmetric in shape but already normalized to one event over its full range must not be halved again.

If the spectrum is direct, either use its full range once or fold the upper tail down before applying the cap. An energy-loss function that counts events per unit energy loss also needs no half merely because two electrons leave. If exchange is then added by symmetrizing, the normalization must be reconsidered.

A useful check is to compare the sampled ionization mean free path with \(1/(n\sigma)\), using a \(\sigma\) known to count events. A check on yield alone is weak, as the ionization-only case shows.

## How the model compares with a real resist

A 13.5 nm photon carries 91.8 eV. Removing an electron bound by 10 eV leaves 81.8 eV, so 80 eV is a reasonable starting energy for an organic resist. The threshold, electron density and excitation path are round values, not fitted to a particular polymer. The binary-encounter-Bethe spectrum was made for isolated atoms and molecules; it leaves out the screening and collective excitations of a solid, so the absolute mean free paths are only illustrative. The density is an effective one: PMMA, for example, has about 280 valence electrons per nm³, many of them bound by more than 10 eV. The resulting blur of 1.8 nm describes ionization sites in this model; it is not a measured resist blur.

The assumption of random directions matters most among the changes tried for the ionization blur. Directions from free binary collisions, with excitation leaving the direction unchanged, raise it to 2.96 nm. Isotropic elastic scattering with a 1 nm mean free path, added to the original model, lowers it to 1.41 nm. Moving the threshold to 8 or 12 eV, with the other inputs fixed, gives 5.55 or 3.32 ionizations and a blur of 1.52 or 2.15 nm. Scaling the ionization cross section by 0.7 or 1.3 gives 2.32 or 1.53 nm. The error from double counting is thus comparable with the physical uncertainties, and agreement with a plausible blur cannot rule it out.

Electrons below threshold can still travel and react. If they scatter elastically every 1 nm and are captured after a mean path of 10 nm, the total mean free path is \(10/11=0.91\) nm and their rms wander is \(\sqrt{2\times0.91\times10}=4.3\) nm. This exceeds the ionization blur, so where captured slow electrons drive the chemistry, their transport may set the chemical blur. The capture path is an assumed value and should be replaced by one for the resist in question. Thermal energy at 300 K, 0.026 eV, is negligible beside the ionization threshold.

None of these corrections alters the count in (1). They change where electrons go and how often they ionize, while each single ionization by an electron still sends out two electrons and must enter the event rate once. The values for the main settings are in the numerical output below.

## Values computed for the example and the checks

```
1D two-electron collision (model):
 screened Coulomb, singlet: ionization probability 0.55670
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.020
  E-I 39.0 eV, mean pair energy 38.6 eV
 screened Coulomb, triplet: ionization probability 0.09173
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.002
  E-I 39.0 eV, mean pair energy 39.7 eV
 short-range, singlet: ionization probability 0.28636
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.022
  E-I 39.0 eV, mean pair energy 39.0 eV
 short-range, triplet: ionization probability 0.00078
  outgoing electrons per event, all 2.0000, below (E-I)/2 1.051
  E-I 39.0 eV, mean pair energy 35.3 eV
Inputs: E 80 eV, I 10 eV, U 20 eV, density 100 /nm3
 excitation loss 6 eV, its mean free path 2.0 nm
 photon energy at 13.5 nm 91.8 eV, minus I 81.8 eV
E 20 eV: cap 5 eV, capped 0.00689 nm2, full 0.01378 nm2
  ionization mean free path: right 1.451 nm, doubled rate 0.726 nm
E 40 eV: cap 15 eV, capped 0.01045 nm2, full 0.02089 nm2
  ionization mean free path: right 0.957 nm, doubled rate 0.479 nm
E 80 eV: cap 35 eV, capped 0.00987 nm2, full 0.01975 nm2
  ionization mean free path: right 1.013 nm, doubled rate 0.506 nm
Direct spectrum: share lost by capping 7.0 %
Mean energy at 80 eV: slower 7.75 eV, faster 62.25 eV
Energy loss per path: capped 17.5 eV/nm, full range 88.9 eV/nm
Cascade from 80 eV: ionizations N and rms blur
 right: N 4.206, blur 1.840 nm
 doubled rate: N 4.769, blur 1.123 nm
  change: N +13.4 %, blur -39.0 %
 doubled tally and offspring: N 35.785, N*I 357.8 eV
 Monte Carlo capped: N 4.208, blur 1.831 nm
 Monte Carlo full range, half rate: N 4.204, blur 1.844 nm
 Monte Carlo full range, full rate: N 4.765, blur 1.129 nm
Ionization only (Monte Carlo):
 right: N 5.868, median distance 1.843 nm
 doubled rate: N 5.869, median distance 0.912 nm
Neglected effects, right code:
 elastic mean free path 1 nm: blur 1.405 nm
 forward-peaked directions: N 4.205, blur 2.962 nm
 threshold 8 eV: N 5.550, blur 1.516 nm
 threshold 12 eV: N 3.324, blur 2.147 nm
 cross section times 0.7: N 3.847, blur 2.321 nm
 cross section times 1.3: N 4.440, blur 1.534 nm
 below threshold, capture path 10 nm: rms wander 4.26 nm
 thermal energy at 300 K 0.0259 eV
```
